# Lateral and angular spread of implanted ions at full range

## Problem

A pencil beam of ions enters a homogeneous, amorphous target at $z=0$, travelling along $+z$ with energy $E_0$. The ions lose energy at a constant rate $S$ per unit length. Many weak collisions deflect them. Let $\theta$ be the angle of flight projected on the $xz$ plane and $x$ the lateral displacement. The scattering power $T$ is the growth of the variance of $\theta$ per unit length, and
$$T(E)=T_0\left(\frac{E_0}{E}\right)^2 ,$$
where $T_0$ is its value at entry. Deflections at different depths are independent and have zero mean. Except in part (e), angles are small, so that $dx/dz=\theta$ and path length equals depth.

(a) Find the variances of $\theta$ and $x$, and their covariance, at every depth before the ions stop.

(b) Find their limits at full range. Compare the lateral variance with that for a constant scattering power $T_0$, keeping $T_0$ and the range fixed. Which part of the path produces the difference?

(c) Replace the constant stopping by $S\propto E^k$ with $0\le k<1$. For which $k$ is the lateral variance at full range finite?

(d) Evaluate the model for 200 keV protons in silicon. Take $S=100$ eV/nm, an atomic density $N=50\ \mathrm{nm^{-3}}$ and screened Rutherford scattering up to an angle of 1 rad.

(e) Remove the small-angle assumption, and estimate how this and the other simplifications change the lateral spread in (d).

## Solution

### (a) Moments at depth $z$

Constant stopping gives $E=E_0-Sz$. The energy reaches zero at $R=E_0/S$, so
$$E=E_0u,\qquad u=1-\frac zR,\qquad T=\frac{T_0}{u^2}.$$

A deflection $\delta\theta$ received at depth $z'$ changes the later angle by $\delta\theta$ and the displacement at $z$ by $(z-z')\,\delta\theta$. Independent deflections have no cross terms in their mean squares, so their contributions add:
$$A_n(z)=\int_0^z (z-z')^n\,T(z')\,dz' .$$
Here $A_0=\langle\theta^2\rangle$, $A_1=\langle x\theta\rangle$ and $A_2=\langle x^2\rangle$.

Put $s=1-z'/R$. Then $z-z'=R(s-u)$ and $dz'=-R\,ds$. The limits $z'=0$ and $z'=z$ become $s=1$ and $s=u$; the minus sign reverses them, and
$$A_n=T_0R^{n+1}\int_u^1\frac{(s-u)^n}{s^2}\,ds .$$

For the angle,
$$A_0=T_0R\left[-\frac1s\right]_u^1=T_0R\left(\frac1u-1\right).$$

For the covariance,
$$\begin{aligned}
A_1&=T_0R^2\int_u^1\left(\frac1s-\frac u{s^2}\right)ds\\
&=T_0R^2\left[-\ln u-u\left(\frac1u-1\right)\right]
=T_0R^2(-\ln u-1+u).
\end{aligned}$$

For the displacement, expand $(s-u)^2=s^2-2us+u^2$:
$$\begin{aligned}
A_2&=T_0R^3\int_u^1\left(1-\frac{2u}{s}+\frac{u^2}{s^2}\right)ds\\
&=T_0R^3\left[(1-u)+2u\ln u+u^2\left(\frac1u-1\right)\right]\\
&=T_0R^3\left(1-u^2+2u\ln u\right).
\end{aligned}$$

Near the surface the ions have lost little energy, and the result should approach that for constant scattering. With $\delta=z/R\ll1$,
$$\ln(1-\delta)=-\delta-\frac{\delta^2}{2}-\frac{\delta^3}{3}-\frac{\delta^4}{4}-\cdots .$$
Inserting this in $A_2$ cancels the terms in $\delta$ and $\delta^2$ and leaves
$$A_2=\frac{T_0z^3}{3}\left(1+\frac{z}{2R}+\cdots\right).$$
The slowing down first appears as a relative increase $z/(2R)$ of the lateral variance.

### (b) Full range

As $z\to R$, $u\to0$ and $u\ln u\to0$. Therefore
$$\langle\theta^2\rangle\simeq\frac{T_0R}{u}\to\infty,
\qquad \langle x^2\rangle\to T_0R^3 .$$
For constant scattering power,
$$\langle x^2\rangle_{\rm const}=T_0\int_0^R(R-z')^2dz'=\frac{T_0R^3}{3},$$
and hence
$$\frac{\langle x^2\rangle}{\langle x^2\rangle_{\rm const}}=3 .$$
The standard deviation is larger by $\sqrt3$. These are variances along one lateral axis. The $y$ axis contributes equally, so the radial mean square is twice as large, and the ratio is unchanged.

The reason lies in the integrand at full range:
$$(R-z')^2\,T(z')=R^2s^2\,\frac{T_0}{s^2}=T_0R^2 .$$
Scattering grows as the ion slows, but the distance over which a deflection can act shrinks. The two factors cancel, and equal slices of path contribute equally. The last tenth of the range supplies one tenth of the variance. With constant scattering it supplies
$$\frac{\int_0^{0.1}s^2ds}{\int_0^1s^2ds}=0.1^3=0.001 .$$
The excess over constant scattering is $T_0R^2(1-s^2)$ per unit path, which grows towards the end of the range. The second half of the path supplies the fraction
$$\frac{\int_0^{1/2}(1-s^2)\,ds}{\int_0^1(1-s^2)\,ds}=\frac{11/24}{2/3}=\frac{11}{16}$$
of the difference, so most of it comes from the deeper half.

The angular variance has no such lever arm to suppress the late deflections, so it diverges.

The covariance also diverges, but only logarithmically. The correlation coefficient tends to zero:
$$\frac{A_1}{\sqrt{A_0A_2}}\simeq\sqrt u\,(-\ln u-1)\to0 .$$
The last deflections dominate the direction but have no distance left in which to move the ion. For this scattering law, final direction and final position thus become uncorrelated.

### (c) Other stopping laws

Let $r=R-z$ be the remaining range. For $S=S_0(E/E_0)^k$,
$$\frac{dE}{dr}=S_0\left(\frac E{E_0}\right)^k .$$
Separating the variables and using $E=0$ at $r=0$ gives
$$\frac{E^{1-k}}{1-k}=\frac{S_0}{E_0^k}\,r .$$
Dividing by the same equation at $r=R$, where $E=E_0$, gives
$$\frac E{E_0}=u^p,\qquad p=\frac1{1-k}.$$
The scattering power is now $T_0u^{-2p}$, and at full range
$$\langle x^2\rangle=T_0R^3\int_0^1s^{2-2p}\,ds .$$
The integral converges at $s=0$ if $2-2p>-1$, that is $p<3/2$, or
$$k<\frac13 .$$
Its value is then $1/(3-2p)$. At fixed $T_0$ and $R$, the ratio to the constant-scattering result is $3/(3-2p)$. Constant stopping has $p=1$ and gives 3. For $k=0.2$, $p=1.25$ and the ratio is 6.

Stopping proportional to velocity has $k=1/2$ and $p=2$. At finite $u$,
$$A_2=T_0R^3\int_u^1\frac{(s-u)^2}{s^4}ds .$$
With $w=1-u/s$, $dw=u\,ds/s^2$ and $(s-u)^2/s^2=w^2$, so
$$A_2=\frac{T_0R^3}{u}\int_0^{1-u}w^2dw=T_0R^3\,\frac{(1-u)^3}{3u},$$
which diverges. An ion that loses energy more slowly near its end spends more path at low energy, where it scatters strongly. The finite result in (b) therefore depends on the stopping law as well as on the scattering law.

### (d) Protons in silicon

Let $e^2$ stand for the squared elementary charge divided by $4\pi\varepsilon_0$, which is 1.440 eV nm. For small angles take the screened Rutherford cross-section
$$\frac{d\sigma}{d\Omega}=\left(\frac{Ze^2}{E}\right)^2\frac1{(\theta_t^2+\theta_s^2)^2},
\qquad \theta_s=\frac{Ze^2}{Ea},$$
where $\theta_t$ is the total deflection, $Z=14$, and $a=0.8853\,a_B/Z^{1/3}=0.0194$ nm is the Thomas–Fermi screening length, with $a_B$ the Bohr radius. This classical screening angle is appropriate because the Bohr parameter $2Z\alpha c/v$ is 9.9 at entry and grows as the proton slows. Here $v$ is the proton speed and $\alpha$ the fine-structure constant.

Half of the mean squared deflection belongs to each transverse axis. With $d\Omega=2\pi\theta_t\,d\theta_t$,
$$T=\frac N2\int\theta_t^2\,d\sigma=\pi N\left(\frac{Ze^2}{E}\right)^2L,
\qquad L=\int_0^{\theta_m}\frac{\theta_t^3\,d\theta_t}{(\theta_t^2+\theta_s^2)^2}.$$
Substituting $w=\theta_t^2$ and writing $X=(\theta_m/\theta_s)^2$ gives
$$L=\frac12\left[\ln(1+X)-\frac X{1+X}\right].$$
The factor $L$ varies slowly at high energy. Holding it at its entry value gives the assumed $E^{-2}$ law.

At 200 keV, $Ze^2/E_0=1.008\times10^{-4}$ nm and $\theta_s=0.00519$ rad. With $\theta_m=1$ rad, $L=4.76$, so
$$T_0=\pi(50)(1.008\times10^{-4})^2(4.76)
=7.6\times10^{-6}\ \mathrm{rad^2/nm}.$$
The range is $R=200\,000/100=2000$ nm, and $T_0R=0.0152\ \mathrm{rad^2}$. The final standard deviation along one axis is
$$\sigma=R\sqrt{T_0R}=2000\sqrt{0.0152}\approx247\ \mathrm{nm}=0.247\ \mathrm{\mu m}.$$
Constant scattering gives $246.6/\sqrt3\approx142$ nm. The formulas of (a) give the following values at intermediate depths.

| $z$ (nm) | $E$ (keV) | rms $\theta$ (rad) | $\sigma$ (nm) | $\sigma$, constant $T$ (nm) |
|---:|---:|---:|---:|---:|
| 1000 | 100 | 0.12 | 59 | 50 |
| 1800 | 20 | 0.37 | 179 | 122 |
| 1980 | 2 | 1.23 | 235 | 140 |

At mid-range the two laws still give similar spreads; most of the difference arises deeper. The last row also shows where the model fails, since 1.23 rad is not a small angle. Setting $A_0=0.3^2$ gives
$$u=\frac{T_0R}{0.09+T_0R}=0.144 .$$
An rms angle of 0.3 rad is thus reached at 1711 nm, with 29 keV left. By the equal-slice result, deflections received beyond this depth supply about 14% of the small-angle lateral variance. Earlier deflections also keep moving the ion over this last stretch: $A_2$ at $u=0.144$ is only $0.42\,T_0R^3$, so 58% of the final variance builds up where the angles are no longer small.

### (e) Arbitrary angles and other corrections

Let $\boldsymbol\Omega$ be the unit vector along the flight direction and $\ell$ the path length. Many weak deflections make $\boldsymbol\Omega$ diffuse on the unit sphere. For a function $f$ of direction,
$$\frac{d\langle f\rangle}{d\ell}=\frac T2\langle\Delta f\rangle ,$$
where $\Delta$ is the Laplacian on the sphere. The factor $T/2$ follows from the forward direction, where $\Delta\Omega_x^2=2$ and $\langle\Omega_x^2\rangle$ must grow at the rate $T$.

The functions $\Omega_x$ and $\Omega_z$ are spherical harmonics of degree 1, with eigenvalue $-2$. The function $\Omega_x^2-1/3$ has degree 2 and eigenvalue $-6$. Together with $dx/d\ell=\Omega_x$, this gives closed equations for $q=\langle\Omega_x^2\rangle$, $c=\langle x\Omega_x\rangle$ and $V=\langle x^2\rangle$:
$$\frac{dq}{d\ell}=T(1-3q),\qquad
\frac{dc}{d\ell}=q-Tc,\qquad
\frac{dV}{d\ell}=2c .$$
With $u=1-\ell/R$, the first equation has the solution
$$q=\frac13\left[1-\exp\left(-3T_0R\left(\frac1u-1\right)\right)\right].$$
At small exponent it reproduces $A_0$. At the end of the path it tends to $1/3$, the value for isotropic directions. The divergence in (b) thus marks the loss of directional memory; no physical direction component becomes infinite.

Numerical integration of these equations down to 20 eV gives $\sigma=212$ nm, which is 14% below the small-angle value. The mean depth follows from $d\langle\Omega_z\rangle/d\ell=-T\langle\Omega_z\rangle$ and is 1888 nm, less than the path of 2000 nm because the paths bend. For constant scattering the rms angle at full range is only $\sqrt{0.0152}=0.12$ rad, so its spread of 142 nm needs a correction of only order $T_0R$, about a percent. The same equations give 141.3 nm, so the variance ratio in this example is $(212.3/141.3)^2\approx2.3$. The factor 3 is recovered as $T_0R\to0$, because the large-angle region then shrinks to a vanishing fraction of the range.

Two further corrections can be added in sequence to the same equations.

- Letting $L$ fall with energy weakens the late scattering and gives $\sigma=206$ nm.
- Replacing constant stopping by the rough curve $S=2S_p\sqrt{\varepsilon}/(1+\varepsilon)$, with $\varepsilon=E/(70\ \mathrm{keV})$ and $S_p=120$ eV/nm, gives $\sigma=207$ nm. With the same cutoff at 20 eV, the path is 1915 nm and the mean depth 1796 nm.

The three corrections together lower $\sigma$ by 16% relative to 247 nm. The last curve is proportional to velocity at low energy, the case that diverged in (c). With arbitrary angles the spread cannot diverge for any scattering law, since $|\Omega_x|\le1$ and no ion can move sideways by more than its path length. In this particular run the fall of $L$ already removes the divergence: at low energy $L\simeq X^2/4\propto E^4$, and even the small-angle equations converge, to about 252 nm as the cutoff goes to zero (246 nm at 20 eV). The last two values carry an artefact of the cross-section. Below about 1 keV $\theta_s$ exceeds $\theta_m$ and the model $T$ falls towards zero, whereas classical scattering in a realistic screened potential keeps growing. As a result these two runs do not lose directional memory: the final correlation between $x$ and $\Omega_x$ is 0.4–0.5. With the peaked curve, $\sigma$ is 201, 207 and 208 nm for cutoffs at 200, 20 and 2 eV. Scattering rates computed from the universal (ZBL) potential give 205 nm for constant stopping and 193 nm for the peaked curve; here the damping rates of the degree-1 and degree-2 harmonics are computed separately, so large single deflections are included. The combined reduction is therefore known only as roughly 16–22%.

The diffusion picture is itself approximate here. About half of $T_0$ comes from deflections above 0.1 rad, of which an ion suffers only about 0.3 in the first half of the range. Following discrete collisions with the same cross-section and constant stopping gives 201–202 nm in place of 206 nm. The lateral profile is not Gaussian: its excess kurtosis is roughly 2, and a Gaussian with the same median $|x|$ has a width near 183 nm.

Other neglected effects can be sized separately.

- **Range straggling.** Bohr's energy variance $4\pi Ze^4NR$ has the square root 6.04 keV. Division by $S$ gives a spread in range of about 60 nm, or 3% of $R$. This is an overestimate, because Bohr's formula needs $v^2\gg Zv_0^2$, with $v_0$ the Bohr velocity, and here $v^2/(Zv_0^2)=0.57$ at entry; the Lindhard–Scharff low-velocity correction gives about 35 nm. The bending of the paths spreads the final depth separately, by an amount that depends on the rare large deflections: 40–65 nm in the diffusion picture, 60–80 nm for discrete collisions up to 1 rad, and about 110 nm for the universal (ZBL) potential with all angles in an unbounded medium.
- **Nuclear stopping.** A small deflection costs the energy $E(m/M)\theta_t^2$, where $m$ and $M$ are the proton and silicon masses. The loss per length is $2TEm/M$, or 0.11 eV/nm at entry. It grows as $1/E$ only while $L$ is nearly constant. With $L(E)$ from (d) it peaks near 1 eV/nm at about 4 keV, and for the universal (ZBL) potential it peaks near 2.5 eV/nm. It thus stays below 3% of the constant $S$, and it exceeds 10% of the peaked curve only below 1 keV.

These parameters lie in the regime of deep proton implantation into silicon, where a 200 keV beam has a range of roughly 2 µm. The stopping power and the upper scattering angle are rough inputs; taking $\theta_m=0.5$ or 2 rad moves the small-angle $\sigma$ from 247 nm to 228 or 264 nm. The corrected values, about 190–210 nm, are therefore only a rough estimate of the rms lateral spread of the implanted profile before any annealing; the small-angle value of 247 nm lies 17–30% above them. Real wafers are crystalline, which breaks the assumption of an amorphous target. For an atomic row of spacing $d=0.543$ nm, the channelling critical angle $\sqrt{2Ze^2/(E_0d)}$ is 0.019 rad. A beam aligned with such a row to within about this angle can be channelled, and the present model does not predict its profile. For a beam well away from the major axes and planes the amorphous model is a more reasonable start, although ions can still scatter into channels; that effect is not included in any of the values above.
